# Vapour pressure of a supercooled liquid precursor and its solid

## Supercooled liquid and solid as vapour sources

### The form fixed by dimensions and exchange

A precursor for atomic layer deposition may remain liquid when its container cools below the melting point. At one temperature \(T\) the source can then hold either a supercooled liquid, with vapour pressure \(p_l\), or a solid, with vapour pressure \(p_s\). The aim is to find \(p_l/p_s\).

Both phases evaporate into the same vapour, so properties of the vapour alone should cancel from the ratio; equation (8) will confirm this. What remains is the melting temperature \(T_m\), the molar fusion enthalpy \(H_f=H_l-H_s\), taken as constant, the gas constant \(R\), and \(T\). These form two independent dimensionless groups, so

\[
\ln\frac{p_l}{p_s}=\Phi\!\left(\frac{H_f}{RT},\frac{T}{T_m}\right). \tag{1}
\]

Exchanging the names of the two condensed phases inverts the pressure ratio and changes the sign of \(H_f\). Hence \(\Phi\) is odd in its first argument. It also vanishes at \(T=T_m\), where the phases coexist. Thermodynamics must supply the rest.

The assumptions are these. The precursor is pure, and neither dissociates nor associates on evaporation. Its vapour is ideal, and the molar volumes of the condensed phases are negligible beside that of the vapour. Surfaces are flat. The solid has no phase transition between \(T\) and \(T_m\). The liquid is metastable: it has not crystallized, but it is internally equilibrated, so its chemical potential is defined. Strictly, \(T_m\) is the triple-point temperature, where solid, liquid and pure vapour coexist at pressure \(p_t\).

### From phase equilibrium to the pressure ratio

Let \(c\) stand for \(l\) or \(s\). A condensed phase is in equilibrium with its vapour when the chemical potentials are equal:

\[
\mu_c(T,p_c)=\mu_g(T,p_c). \tag{2}
\]

For an ideal vapour,

\[
\mu_g(T,p)=\mu_g(T,p_t)+RT\ln\frac{p}{p_t}. \tag{3}
\]

The pressure dependence of \(\mu_c\) is governed by the small volume \(V_c\) and is dropped. Writing (2) for each phase and subtracting removes \(\mu_g(T,p_t)\):

\[
RT\ln\frac{p_l}{p_s}=\mu_l(T)-\mu_s(T). \tag{4}
\]

Below \(T_m\) the solid is the stable phase, so \(\mu_l>\mu_s\) and \(p_l>p_s\). The less stable phase has the higher vapour pressure. This conclusion does not require a constant fusion enthalpy.

To find the temperature dependence, move along the equilibrium line of phase \(c\). Both sides of (2) must change equally. Since \(d\mu=-S\,dT+V\,dp\) for one mole,

\[
-S_c\,dT+V_c\,dp_c=-S_g\,dT+V_g\,dp_c .
\]

Collecting terms gives

\[
\frac{dp_c}{dT}=\frac{S_g-S_c}{V_g-V_c}. \tag{5}
\]

Equality of \(\mu=H-TS\) in the two phases gives \(S_g-S_c=(H_g-H_c)/T\). With \(V_g-V_c\simeq V_g=RT/p_c\), equation (5) becomes

\[
\frac{d\ln p_c}{dT}=\frac{H_g-H_c}{RT^2}. \tag{6}
\]

This is the Clausius–Clapeyron equation. The numerator is the vaporization enthalpy for the liquid and the sublimation enthalpy for the solid. Subtract the solid's equation from the liquid's:

\[
\frac{d}{dT}\ln\frac{p_l}{p_s}
=\frac{(H_g-H_l)-(H_g-H_s)}{RT^2}. \tag{7}
\]

The vapour enthalpy cancels, leaving

\[
\frac{d}{dT}\ln\frac{p_l}{p_s}=-\frac{H_f}{RT^2}. \tag{8}
\]

The vaporization and sublimation enthalpies may therefore vary with temperature, provided their difference stays constant.

At the triple point all three phases coexist at one pressure, so \(p_l=p_s\) and the logarithm is zero. Integrating (8) from \(T_m\) to \(T\),

\[
\ln\frac{p_l(T)}{p_s(T)}
=-\frac{H_f}{R}\int_{T_m}^{T}\frac{dT'}{T'^2}
=\frac{H_f}{R}\left[\frac1{T'}\right]_{T_m}^{T},
\]

and hence

\[
\boxed{\ln\frac{p_l}{p_s}=\frac{H_f}{R}\left(\frac1T-\frac1{T_m}\right).} \tag{9}
\]

In the notation of (1), \(\Phi=(H_f/RT)(1-T/T_m)\), which is odd in its first argument and zero at \(T=T_m\), as required.

Equation (4) gives the same result without integration along the vapour-pressure lines. If \(H_f\) is constant, the heat capacities of liquid and solid are equal, so the fusion entropy \(S_f\) is constant too. At \(T_m\) the chemical potentials agree, which requires \(S_f=H_f/T_m\). Thus

\[
\mu_l-\mu_s=H_f-TS_f=H_f\left(1-\frac{T}{T_m}\right), \tag{10}
\]

and division by \(RT\) returns (9).

### Small undercooling

Let \(\Delta T=T_m-T\). Putting the reciprocals in (9) over a common denominator gives

\[
\ln\frac{p_l}{p_s}=\frac{H_f\,\Delta T}{RTT_m}. \tag{11}
\]

For \(H_f>0\) the logarithm has the sign of \(\Delta T\). Near the melting point, replacing \(T\) by \(T_m\) in the denominator gives the linear estimate \(H_f\Delta T/(RT_m^2)\). This equals (11) multiplied by \(T/T_m\), so it is low by the fraction \(\Delta T/T_m\) of the full logarithm.

### A cool precursor source

Take \(T_m=300\) K, \(T=280\) K, \(H_f=15\) kJ/mol, a vaporization enthalpy \(H_v=60\) kJ/mol, and \(p_t=0.100\) Torr. The sublimation enthalpy is \(H_v+H_f=75\) kJ/mol. Then \(H_f/R=1804.09\) K and

\[
\frac1{280\ \mathrm K}-\frac1{300\ \mathrm K}
=2.38095\times10^{-4}\ \mathrm{K^{-1}}.
\]

Their product is

\[
\ln\frac{p_l}{p_s}=0.4295,\qquad
\frac{p_l}{p_s}=e^{0.4295}=1.537. \tag{12}
\]

The supercooled liquid has a vapour pressure 54% above that of the solid. The linear estimate of the logarithm would be \(1804.09\times20/300^2=0.401\), low by one part in fifteen.

For the separate pressures, integrate (6) from the triple point with constant enthalpies:

\[
p_c=p_t\exp\left[-\frac{H_g-H_c}{R}
\left(\frac1T-\frac1{T_m}\right)\right]. \tag{13}
\]

This gives \(p_l=0.0179\) Torr (2.39 Pa) and \(p_s=0.0117\) Torr (1.56 Pa).

A vapour whose partial pressure lies between these values is undersaturated with respect to the liquid but supersaturated with respect to the solid. If both phases share such a vapour at 280 K, liquid evaporates while existing crystals grow. Material can thus pass from liquid to solid without contact between them.

Equation (13) also shows what happens when a vapour-pressure equation for the liquid is continued below \(T_m\). Even if the continuation is accurate, it describes the supercooled liquid. Used for the solid at 280 K in this model, it would overestimate the pressure by 54% of the solid's value.

### Delivered flow

Let a carrier gas enter at flow \(F\) and leave saturated with precursor at total pressure \(P\). In an ideal gas mixture, molar flows are in the ratio of partial pressures. The precursor flow is therefore

\[
F_p=F\frac{p_c}{P-p_c}. \tag{14}
\]

For \(F=100\) sccm and \(P=100\) Torr, the liquid supplies

\[
F_p=100\times\frac{0.01794}{100-0.01794}=0.0179\ \mathrm{sccm}.
\]

The solid supplies 0.0117 sccm. These flows use the pressures of (13). With the molar volumes given below, compression of the condensed phase by the 100 Torr carrier raises each flow by about 0.2%, taking the liquid's to 0.0180 sccm, and leaves their ratio almost unchanged. With temperature, carrier flow, total pressure and complete saturation held fixed, crystallization reduces the pickup by 34.9% relative to the liquid. This agrees with \(1-1/1.537\), because \(p_c\ll P\). The percentage differs from the 54% above because the reference is now the liquid.

The change during freezing need not be a simple fall. Suppose freezing is fast enough to be adiabatic, and neglect the heat capacity of the container and the heat carried off by evaporation. The released fusion heat warms the source to \(T_m\) when a fraction \(x\) has frozen. For a constant liquid heat capacity \(C_l\), compare the initial liquid with the final mixture at \(T_m\):

\[
C_l(T_m-T)=xH_f. \tag{15}
\]

With \(C_l=400\) J/(mol K),

\[
x=\frac{400\times20}{15000}=0.533.
\]

Since \(x<1\), the source reaches \(T_m\) with liquid still present. Its equilibrium vapour pressure rises to \(p_t\), by a factor of 5.57 from the initial liquid value. It falls to the solid's value at 280 K after the remaining liquid has frozen and the source has cooled. If the container warms with the source, its heat capacity per mole of precursor adds to \(C_l\) in (15), so a larger fraction must freeze to reach \(T_m\). If the required fraction exceeds one, the source freezes completely while still below \(T_m\). In this example that happens once the container adds more than 350 J/(mol K). A steel canister of 500 J/K holding 250 g of a precursor of molar mass 355 g/mol adds about 700 J/(mol K), so if it warms with its charge the pressure does not reach \(p_t\). Heat lost to the surroundings during slower freezing can also keep it below \(T_m\), even when the fraction given by (15) is less than one.

### Unequal heat capacities

Suppose the difference \(\Delta C=C_l-C_s\) is constant but not zero. Then

\[
H_f(T)=H_f(T_m)+\Delta C\,(T-T_m). \tag{16}
\]

Reversing the limits of integration in (8) to absorb its minus sign, the additional logarithm is

\[
\delta=\frac{\Delta C}{R}\int_T^{T_m}
\left(\frac1{T'}-\frac{T_m}{T'^2}\right)dT'.
\]

The first term integrates to \(\ln(T_m/T)\). The second gives \(-T_m(1/T-1/T_m)=1-T_m/T\). Therefore

\[
\delta=-\frac{\Delta C}{R}
\left[\frac{T_m}{T}-1-\ln\frac{T_m}{T}\right]. \tag{17}
\]

For \(y=T_m/T-1\ll1\), \(\ln(1+y)\simeq y-y^2/2\), so the bracket is approximately \(y^2/2\). The correction is second order in the undercooling, whereas the main term is first order.

With \(C_l=400\) and \(C_s=340\) J/(mol K), \(\delta=-0.0176\) at 280 K. The ratio falls from 1.537 to 1.510, or by 1.7%. The fusion enthalpy at 280 K is itself lower by \(60\times20=1200\) J/mol, or 8% of its melting-point value. The logarithm changes by about half that percentage because it integrates the deficit from zero at \(T_m\). At 290 K the ratio changes from 1.230 to 1.225, and at 270 K from 1.951 to 1.871.

The heat capacity of the vapour does not enter (17), but it does affect each pressure. For a vapour value of 320 J/(mol K), the liquid's pressure at 280 K is 2.3% below the constant-enthalpy value.

### A transition within the solid

Now let the solid transform at \(T_{tr}\), with \(T<T_{tr}<T_m\), and let the transition from the low-temperature form to the high-temperature form absorb a constant enthalpy \(H_{tr}\). The argument leading to (10), applied to the two solid forms, gives

\[
\mu_{\rm high}-\mu_{\rm low}=H_{tr}\left(1-\frac{T}{T_{tr}}\right).
\]

Dividing by \(RT\) gives the logarithm of their pressure ratio. Adding it to (9), which refers to the high-temperature form, yields

\[
\ln\frac{p_l}{p_{\rm low}}=
\frac{H_f}{R}\left(\frac1T-\frac1{T_m}\right)
+\frac{H_{tr}}{R}\left(\frac1T-\frac1{T_{tr}}\right). \tag{18}
\]

An assumed transition of 3 kJ/mol at 290 K raises the ratio at 280 K by 4.5%. In this example that exceeds the heat-capacity effect and has the opposite sign. If the high-temperature form survives below \(T_{tr}\) as a metastable solid, (9) still applies to it.

### Total pressure and vapour non-ideality

An inert carrier compresses both condensed phases to the total pressure \(P\). If it does not dissolve in them, (4) becomes

\[
RT\ln\frac{p_l}{p_s}=\mu_l(T,P)-\mu_s(T,P). \tag{19}
\]

The steps leading to (10) can be repeated at fixed \(P\). The law keeps its form, with \(H_f\) and \(T_m\) now taken at that pressure. At high dilution, the interaction of precursor vapour with the carrier adds the same term to the vapour's chemical potential in both cases, so it cancels.

For constant molar volumes, the change in the logarithm from the low-pressure law is \((V_l-V_s)(P-p_t)/(RT)\). With \(V_l=320\) and \(V_s=290\) cm³/mol, the 100 Torr carrier raises the ratio by 0.017%. The same volumes place the melting point at 1 atm 0.061 K above the triple point. Using that temperature as \(T_m\) in (9) raises the calculated ratio by 0.12%.

Without a carrier, non-ideality of the pure vapour can be described by a second virial coefficient, here \(-3000\) cm³/mol. Together with the condensed volumes, it changes the ratio by about \(10^{-4}\)% at 280 K.

A numerical test kept these terms and solved (2) at 260, 280, 295 and 310 K. Liquid and solid shared the heat capacity \(400+0.8(T-300)\), and the vapour had \(320+0.5(T-300)\), in J/(mol K) with \(T\) in kelvin. The largest departure of \(\ln(p_l/p_s)\) from (9) was \(7.7\times10^{-6}\), although the vaporization enthalpy varied. At 310 K the ratio was below one, as (11) requires for a superheated solid.

### Relation to a real source

The parameters are round model values, loosely patterned on low-melting metal alkylamides such as tetrakis(dimethylamido)hafnium, which melts a little above room temperature. They are not measured data for that compound. The fusion enthalpy in particular is assumed, and since it sets the ratio, a measured value is needed for any real precursor. The vaporization enthalpy and triple-point pressure are assumed as well. The separate pressures, the flows, the factor 5.57 and the sensitivity to temperature quoted below depend on them and should not be read as values for that compound. A source at 280 K has a low vapour pressure. Heating it raises the delivery, and above \(T_m\) the supercooled branch plays no part. The example concerns an unheated or cooled source, and a real container may crystallize before reaching 20 K of undercooling. Real sources also depart from the assumed uniform, known temperature. Evaporation cools the surface, though at the liquid's flow found above it removes only 0.8 mW. Whatever the cause, a liquid only 1 K colder than assumed has a vapour pressure 8.8% lower. This is larger than any of the corrections to the ratio found above at 280 K.

Incomplete saturation is a separate limit. If the carrier reaches fractions \(\eta_l\) and \(\eta_s\) of the two equilibrium pressures, the pickup ratio at high dilution is \((\eta_l/\eta_s)(p_l/p_s)\). With temperature, carrier flow and total pressure held fixed, the measured flow ratio in this dilute limit therefore equals the thermodynamic ratio when \(\eta_l=\eta_s\). Otherwise the differences in saturation and temperature must be corrected for. Dissolved impurities and strongly curved surfaces also alter the chemical potentials in (4), and must be included when they matter. The full set of computed values is in the numerical output below.

## Computed values

```
Triple-point temperature Tm: 300.0 K
Source temperature T: 280.0 K
Fusion enthalpy: 15.0 kJ/mol
Vaporization enthalpy: 60.0 kJ/mol
Sublimation enthalpy: 75.0 kJ/mol
Triple-point pressure: 0.100 Torr
Gas constant R: 8.31446 J/(mol K)
H_fus/R: 1804.09 K
1/T - 1/Tm: 2.380952e-04 1/K
ln(p_liquid/p_solid): 0.42954 (no unit)
Ratio p_liquid/p_solid: 1.5366 (no unit)
Liquid vapour pressure: 0.01794 Torr = 2.392 Pa
Solid vapour pressure: 0.01167 Torr = 1.557 Pa
Ratio at 270 K, constant H_fus: 1.9507; with heat capacities: 1.8714 (no unit)
Ratio at 280 K, constant H_fus: 1.5366; with heat capacities: 1.5098 (no unit)
Ratio at 290 K, constant H_fus: 1.2304; with heat capacities: 1.2253 (no unit)
Largest log deviation in solver test: 7.69e-06 (no unit)
Carrier flow: 100 sccm
Total pressure: 100 Torr
Pickup from liquid: 0.01794 sccm
Pickup from solid: 0.01168 sccm
Pickup loss after freezing: 34.9 %
Heat capacity, liquid: 400 J/(mol K)
Heat capacity, solid: 340 J/(mol K)
Heat capacity, vapour: 320 J/(mol K)
Heat-capacity log correction: -0.01758 (no unit)
Ratio change, heat capacities: -1.74 %
Liquid pressure change, heat capacities: -2.32 %
Assumed solid transition: 3.0 kJ/mol at 290 K
Ratio change, solid transition: 4.54 %
Molar volume, liquid: 320 cm3/mol
Molar volume, solid: 290 cm3/mol
Second virial coefficient: -3000 cm3/mol
Liquid pressure change, virial and volume: -1.6e-03 %
Ratio change, virial and volumes: 1.0e-04 %
Melting-point shift, triple point to 1 atm: 0.0608 K
Ratio change from using 1 atm Tm: 0.122 %
Ratio change from carrier pressure: 0.0172 %
Liquid pressure change if 1 K cooler: -8.82 %
Fraction frozen on adiabatic warming to Tm: 0.533 (no unit)
Pressure rise factor on warming to Tm: 5.57 (no unit)
```
